\section*{Room-temperature transit of interstitial copper through an intrinsic silicon wafer}

\section*{Problem}

Copper dissolved in silicon sits mainly between the lattice atoms, as the ion Cu$^+$, and moves by hopping from one interstitial site to the next. Take its diffusivity to be
\begin{equation}
D = 3\times10^{-4}\,\exp\!\left(-\frac{0.18\ \mathrm{eV}}{k_BT}\right)\ \mathrm{cm^2/s}.
\label{eq:D}
\end{equation}
A copper ion is released at one face of an intrinsic silicon wafer of thickness $L=500\ \mu$m, held at $T=300$ K.

\begin{enumerate}
\item Does the ion reach the other face in seconds, hours or months?
\item How widely do the arrival times scatter?
\item Which neglected effects could change the answer to the first question?
\item Does a copper film on one face contaminate the other face in that time?
\end{enumerate}

\section*{Solution}

\subsection*{Assumptions}

The copper is already dissolved, and so dilute that the ions do not influence one another. The electrostatic potential is flat and nothing traps the ions. The start face, $x=0$, reflects them. The far face, $x=L$, is treated as absorbing, which is a way of recording first arrivals. Silicon is cubic, so $D$ is the same in all directions, and motion parallel to the faces does not affect the crossing. The problem is one-dimensional.

\subsection*{1. The crossing time}

At 300 K, $k_BT=0.02585$ eV, so the exponent is $0.18/0.02585=6.963$ and
\[
D = 3\times10^{-4}\times 9.465\times10^{-4} = 2.84\times10^{-7}\ \mathrm{cm^2/s}.
\]

Represent the motion along $x$ by steps $\pm h$ of equal probability, one per time $\delta t$. The probability $P$ of finding the ion at $x$ obeys
\[
P(x,t+\delta t)=\tfrac12\left[P(x-h,t)+P(x+h,t)\right].
\]
Expand the left side to first order in $\delta t$ and the right side to second order in $h$. The terms linear in $h$ cancel, leaving
\[
\delta t\,\frac{\partial P}{\partial t}=\frac{h^2}{2}\frac{\partial^2P}{\partial x^2}.
\]
This is the diffusion equation with $D=h^2/(2\,\delta t)$, so each step lasts $\delta t=h^2/(2D)$.

After $n$ free steps the mean square displacement is $nh^2$, because the products of different steps average to zero. With $n=t/\delta t$ this gives $\langle x^2\rangle=2Dt$. Setting the rms displacement equal to $L$ gives the quick estimate $t=L^2/(2D)$.

The walk also yields the true mean arrival time. Divide the wafer into $N=L/h$ steps and let $m_j$ be the mean number of steps still needed from site $j$. One step is used, after which the ion is at either neighbour:
\[
m_j=1+\tfrac12(m_{j-1}+m_{j+1}),\qquad m_0=1+m_1,\qquad m_N=0 .
\]
The second relation expresses reflection. Multiply the first by 2 and rearrange it as
\[
m_j-m_{j+1}=2+(m_{j-1}-m_j).
\]
The difference $d_j=m_j-m_{j+1}$ therefore grows by 2 from site to site, starting from $d_0=1$, so $d_j=2j+1$. Adding the differences,
\[
m_0=\sum_{j=0}^{N-1}(2j+1)=N(N-1)+N=N^2 .
\]
Multiplication by $\delta t$ gives
\begin{equation}
\bar t=N^2\,\frac{h^2}{2D}=\frac{L^2}{2D}.
\label{eq:mean}
\end{equation}
With $L=0.05$ cm,
\[
\bar t=\frac{2.5\times10^{-3}\ \mathrm{cm^2}}{2\times2.84\times10^{-7}\ \mathrm{cm^2/s}}\approx 4400\ \mathrm{s}=1.2\ \mathrm{h}.
\]
The answer is hours. The time grows as $L^2$, so a wafer twice as thick takes four times as long.

\subsection*{2. The scatter of arrival times}

Let $c(x,t)$ be the probability density of an ion that has not yet arrived. It obeys the diffusion equation with $\partial c/\partial x=0$ at $x=0$ and $c=0$ at $x=L$. The functions $\cos k_nx$ with $k_n=(2n+1)\pi/(2L)$ satisfy both conditions, and each decays as $e^{-Dk_n^2t}$. Initially all the probability lies at $x=0$. Projecting on $\cos k_nx$, whose square integrates to $L/2$, gives every mode the coefficient $2/L$:
\[
c(x,t)=\frac2L\sum_{n=0}^\infty\cos(k_nx)\,e^{-Dk_n^2t}.
\]
The fraction arrived is $F=1-\int_0^Lc\,dx$. Since $\int_0^L\cos k_nx\,dx=\sin(k_nL)/k_n=(-1)^n/k_n$,
\begin{equation}
F(t)=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}
\exp\!\left[-\frac{(2n+1)^2\pi^2Dt}{4L^2}\right].
\label{eq:F}
\end{equation}

At late times the $n=0$ term dominates. Keeping it alone and solving for the time at which a fraction $F$ has arrived,
\[
t_F\simeq\frac{4L^2}{\pi^2D}\ln\frac{4}{\pi(1-F)} .
\]
Here $L^2/D=8804$ s, so the prefactor is about 3570 s. For $F=0.5$ the logarithm is 0.935 and $t\approx0.93$ h. For $F=0.95$ it is 3.24 and $t\approx3.2$ h. The full series gives the same values to these digits. It also gives 54\,\% arrived after 1 h, 94\,\% after 3 h and 99.7\,\% after 6 h. The scatter is thus comparable with the mean, but it does not extend the answer beyond hours.

\subsection*{3. What could change the answer}

\paragraph{Barrier and temperature.} At fixed prefactor, a change $\delta$ of the barrier multiplies the time by $e^{\delta/k_BT}$. Raising the barrier by 0.02 eV gives a factor $e^{0.774}=2.2$. For the mean to become one day, the barrier would have to be
\[
0.18+0.02585\,\ln(24/1.22)\approx0.257\ \mathrm{eV}.
\]
Ten kelvin either way matters little: 1.6 h at 290 K and 0.98 h at 310 K.

\paragraph{Acceptors.} A negatively charged acceptor binds Cu$^+$. As a model, let the four interstitial sites next to each acceptor be deeper by $E_b$, with the tops of the barriers unchanged. The ion then stays longer on such a site by the factor $e^{E_b/k_BT}$, but its next jump is as unbiased as before. The path is unaltered and only the waiting times change. If the ion meets many acceptors, the bound sites take their proportional share $4N_A/N_s$ of the visits, where $N_A$ is the acceptor density and $N_s$ the density of interstitial sites. The mean waiting time, and with it the crossing time, is multiplied by
\begin{equation}
1+\frac{4N_A}{N_s}\left(e^{E_b/k_BT}-1\right).
\label{eq:acc}
\end{equation}
This requires copper to be scarcer than acceptors, so that the sites do not fill up. With the rough values $E_b=0.43$ eV and $N_s=5\times10^{22}$ cm$^{-3}$, the exponential is about $1.7\times10^7$. For $N_A=10^{15}$ cm$^{-3}$ the share of bound sites is $8\times10^{-8}$ and the factor is 2.3. For $10^{13}$ cm$^{-3}$ it is 1.01, so in this respect such a wafer still counts as intrinsic.

\paragraph{Band bending.} Charge at the surfaces bends the potential, and the ion feels an energy $U=u\,k_BT$. Inject one ion per unit time at $x=0$ and wait for the steady state: the number of ions inside then equals the mean crossing time. The unit current is
\[
1=-D\left(\frac{dc}{dx}+c\frac{du}{dx}\right)=-D\,e^{-u}\frac{d}{dx}\left(c\,e^{u}\right).
\]
Multiply by $e^u/D$ and integrate from $x$ to $L$, where $c=0$. This gives $c(x)=(e^{-u(x)}/D)\int_x^Le^{u(y)}dy$. The number inside is
\begin{equation}
\bar t=\frac1D\int_0^Ldx\,e^{-u(x)}\int_x^Ldy\,e^{u(y)} ,
\label{eq:bent}
\end{equation}
which returns $L^2/(2D)$ for $u=0$. If both faces are bent equally, $u(L-x)=u(x)$. Substituting $x=L-y'$ and $y=L-x'$ then turns (\ref{eq:bent}) into the same expression with $u$ replaced by $-u$. Either sign gives the same time: the ion is held back at the exit or held fast at the entrance.

The shape of $u$ follows from Poisson's equation with hole density $n_ie^{-u}$ and electron density $n_ie^{u}$, where $n_i$ is the intrinsic carrier density and $\varepsilon$ the permittivity:
\[
\frac{d^2u}{ds^2}=\frac{\sinh u}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon k_BT}{2e^2n_i},
\]
with $s$ the distance from the surface. For $u>0$, multiply by $du/ds$ and integrate, with $u$ and its slope vanishing deep inside. This gives
\[
\frac12\left(\frac{du}{ds}\right)^2=\frac{\cosh u-1}{\lambda^2}=\frac{2\sinh^2(u/2)}{\lambda^2},
\qquad\text{so}\qquad
\frac{du}{ds}=-\frac2\lambda\sinh\frac u2 .
\]
Since $d\ln\tanh(u/4)/du=1/[2\sinh(u/2)]$, a second integration gives
\[
\tanh(u/4)=\tanh(u_0/4)\,e^{-s/\lambda},
\]
where $u_0$ is the surface value.

For $n_i=10^{10}$ cm$^{-3}$ (rough) and relative permittivity 11.7, $\lambda=29\ \mu$m. This is much less than $L$, so the layers at the two faces may be added. Evaluating (\ref{eq:bent}) gives 2.3 h for a bending of 0.1 eV and 11 h for 0.2 eV. A finite-difference solution of the equation for the mean remaining time, run for both signs of $u$, agrees with these values to within 1\,\%.

The strong growth can be traced to the exit layer when it repels copper. There the inner integral of (\ref{eq:bent}) gains
\[
\int_0^\infty(e^u-1)\,ds
=\lambda\int_0^{u_0}\frac{e^u-1}{2\sinh(u/2)}\,du
=\lambda\int_0^{u_0}e^{u/2}\,du=2\lambda\left(e^{u_0/2}-1\right),
\]
because $e^u-1=2e^{u/2}\sinh(u/2)$. The layer resists the flow like an extra 0.34 mm of silicon at 0.1 eV, and like 2.7 mm at 0.2 eV.

These bendings are small for intrinsic silicon. By Gauss's law the net surface charge per area is $\varepsilon$ times the surface field, $(2\varepsilon k_BT/e\lambda)\sinh(u_0/2)$. This is only $4\times10^{8}$ elementary charges per cm$^2$ at 0.1 eV and $3\times10^{9}$ at 0.2 eV. A net charge of $10^{10}$ per cm$^2$ on both faces gives 0.27 eV and a mean time of 1.6 days, $10^{11}$ gives 0.39 eV and about 16 days, and $10^{12}$ gives 0.50 eV and about five months. Band bending can therefore change the answer to the first question. When the layers repel copper, most of this long delay arises in the last micrometre, which the ion reaches in about half a day.

\paragraph{Permanent sinks.} Let spherical sinks of radius $r$ and density $N_t$ hold every ion that touches them. Around one sink the steady inward current $I=4\pi\rho^2D\,dc/d\rho$ is the same at every radius $\rho$. Integrating from $c=0$ at $\rho=r$ to $c_\infty$ far away gives $I=4\pi Drc_\infty$, so an ion is captured at the rate $k=4\pi DrN_t$. The probability $p(x)$ of reaching the far face from $x$ satisfies $Dp''=kp$, with $p'(0)=0$ and $p(L)=1$. The solution is $p(x)=\cosh(\kappa x)/\cosh(\kappa L)$ with $\kappa^2=k/D=4\pi rN_t$, and hence
\begin{equation}
p(0)=\frac1{\cosh\!\left(L\sqrt{4\pi rN_t}\right)} .
\label{eq:sink}
\end{equation}
The diffusivity has dropped out: a faster ion reaches the far face sooner, but it also finds the sinks sooner. Half of the ions are lost when $\kappa L=1.317$. For $r=1$ nm this means
\[
N_t=\frac{1.317^2}{4\pi\times10^{-7}\times2.5\times10^{-3}}\approx5.5\times10^{8}\ \mathrm{cm^{-3}}.
\]
A sink of 1 nm is only about four hops in radius, so the continuum rate is slightly too high: on the lattice of interstitial sites the effective radius is about 0.92 nm and the density about $6\times10^{8}$ cm$^{-3}$. That is about one sink per $10^{14}$ silicon atoms. The absence of sinks is therefore a severe condition on how many ions cross.

\paragraph{Copper's own charge.} If the copper density $N$ is not small beside $n_i$, neutrality requires $2n_i\sinh u=N$. Differentiating gives $du/dx=(dN/dx)/\sqrt{N^2+4n_i^2}$. Put into the current $-D(dN/dx+N\,du/dx)$, this multiplies $D$ by $1+N/\sqrt{N^2+4n_i^2}$. The factor is 1.4 at $N=10^{10}$ cm$^{-3}$ and approaches 2 for dense copper. Neutrality holds only where $N$ varies slowly on the scale of the screening length; for a Gaussian cloud of width 40 $\mu$m the factor at $10^{10}$ cm$^{-3}$ falls to about 1.3. This field speeds the spreading of a copper cloud, so it does not endanger the answer.

\paragraph{Quantum motion.} The thermal wavelength of a copper atom at 300 K is 0.013 nm, against a hop length of 0.235 nm. Treating the hops as classical is reasonable.

\begin{table}[h]
\centering
\begin{tabular}{lr}
\hline
Case ($L=500\ \mu$m) & Mean time (h)\\
\hline
Equation (\ref{eq:D}), 300 K & 1.2\\
Barrier 0.20 eV & 2.7\\
Temperature 290 K & 1.6\\
Acceptors $10^{15}$ cm$^{-3}$ & 2.9\\
Acceptors $10^{16}$ cm$^{-3}$ & 18\\
Band bending 0.1 eV & 2.3\\
Band bending 0.2 eV & 11\\
Band bending 0.4 eV & 500\\
\hline
\end{tabular}
\caption{Each row changes one setting of the first row and holds the others fixed.}
\end{table}

\subsection*{4. How much copper crosses}

A short transit time says nothing about quantity. Suppose a copper film keeps the silicon beneath it saturated at the density $C_s$, while the far face removes whatever arrives. In the steady state $d^2c/dx^2=0$, so the profile is a straight line and the flux is $DC_s/L$. With a rough solution energy of 1.5 eV,
\[
C_s\approx5\times10^{22}\,e^{-1.5/0.02585}\approx3\times10^{-3}\ \mathrm{cm^{-3}} .
\]
The flux is about $1.8\times10^{-8}$ ions per cm$^2$ per second. Through a wafer of 100 mm diameter (area 78.5 cm$^2$) this is about 0.1 ion per day. The estimate leaves out the vibrational entropy of the dissolved ion, which may raise it by a factor of tens. Even then only a few ions cross per day. At 300 K the film does not contaminate the far face of this intrinsic wafer in any practical sense.

\subsection*{The real case}

The thickness and diameter used here are typical of small wafers. The fast transit matters for copper that entered during an earlier hot step, when the solubility was far higher, and was still dissolved after cooling. For such copper, the thickness of an intrinsic or lightly doped wafer gives by itself no lasting protection to devices on the other side, although charged surface layers can stretch the arrival at the face itself to weeks or months. The copper has to be kept out beforehand, which is one task of the barrier layers around copper wiring, or trapped at sinks placed away from the devices. Most wafers are doped, and this breaks the assumption of intrinsic silicon. An acceptor density of $10^{15}$ cm$^{-3}$, ordinary for $p$-type material, moves the mean from 1.2 h to about 3 h if the potential is flat. The 11 h found for a band bending of 0.2 eV applies to intrinsic silicon only: with $10^{15}$ acceptors per cm$^3$ the charged layer at the surface is much thinner, so a bending of 0.2 eV delays the ion less. Larger bendings are another matter. In $p$-type silicon with $10^{15}$ acceptors per cm$^3$, a depletion layer bent by 0.4 eV has a surface field $E\approx1.1\times10^4$ V/cm. At the exit it resists the flow like an extra length $(k_BT/eE)\,e^{0.4/0.02585}\approx12$ cm of silicon (13 cm with the full profile of the layer). A free ion would be delayed by nearly a month in arriving at the surface itself. The same acceptors keep the ion bound for more than half of the time, which stretches the delay to about two months. The ion still comes within about a micrometre of that face in hours. In either kind of wafer, precipitates or other sinks can stop most of the copper.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 300 K
wafer thickness: 500 um
diffusivity prefactor: 3.0e-04 cm2/s
migration barrier: 0.18 eV
thermal energy kT: 0.02585 eV
barrier / kT: 6.963
Boltzmann factor: 9.465e-04
diffusivity D: 2.840e-07 cm2/s
L^2/D: 8804 s
mean arrival time L^2/(2D): 4402 s
mean arrival time L^2/(2D): 1.22 h
lattice walk, mean D t/L^2: 0.50000
median arrival time: 0.93 h
time for 95 % to arrive: 3.21 h
arrived after 1 h: 53.6 %
arrived after 3 h: 93.8 %
arrived after 6 h: 99.7 %
mean time, barrier 0.16 eV: 0.56 h
mean time, barrier 0.20 eV: 2.65 h
barrier for a mean time of 24 h: 0.257 eV
mean time at 290 K: 1.55 h
mean time at 310 K: 0.98 h
interstitial site density (rough): 5e+22 cm^-3
copper-acceptor binding (rough): 0.43 eV
acceptors 1e+13 cm^-3: factor 1.01, mean time 1.24 h
acceptors 1e+15 cm^-3: factor 2.34, mean time 2.86 h
acceptors 1e+16 cm^-3: factor 14.39, mean time 17.60 h
intrinsic carrier density (rough): 1e+10 cm^-3
relative permittivity: 11.7
intrinsic screening length: 28.9 um
mean time, band bending 0.1 eV: 2.32 h
mean time, band bending 0.2 eV: 11.20 h
sink radius: 1.0 nm
sink density that stops half: 5.52e+08 cm^-3
self-field factor on D, copper 1e+08 cm^-3: 1.005
self-field factor on D, copper 1e+10 cm^-3: 1.447
self-field factor on D, copper 1e+13 cm^-3: 2.000
solution energy (rough): 1.5 eV
solubility estimate: 3.2e-03 cm^-3
wafer area: 78.5 cm2
steady supply through wafer: 0.12 atoms per day
thermal wavelength of copper: 0.0126 nm
hop length: 0.235 nm
\end{verbatim}
